\section*{Thin-Film Ellipsometry: The Linear Thickness Law and Its Limits}

\section*{Problem}

During atomic layer deposition or etching, a light beam reflected from the wafer is analysed by an ellipsometer. The measured quantity is the ratio $\rho=r_p/r_s$ of the reflection coefficients for the two polarizations. We ask how $\rho$ responds to a film much thinner than the wavelength, and when the response may be read as a thickness.

A planar film of total thickness $d$ lies between a lossless ambient of permittivity $\varepsilon_a=n_a^2$ and a thick isotropic substrate of permittivity $\varepsilon_s$. The film may be graded or layered. It may also be uniaxial with its axis along the surface normal, with permittivity $\varepsilon_x$ in the plane and $\varepsilon_z$ along the normal. All media are non-magnetic. The vacuum wavelength is $\lambda$, $k_0=2\pi/\lambda$, and the angle of incidence is $\phi$.

Fields vary as $e^{i(Kx-\omega t)}$ with $K=k_0n_a\sin\phi$, so absorption means $\mathrm{Im}\,\varepsilon>0$. The coordinate $z$ points from the film's top surface, $z=0$, towards the substrate, and a prime means $d/dz$. Reflection is referred to the top surface.

\section*{(a) Reflection from a surface admittance}

\emph{Express $r_s$ and $r_p$ through quantities that are continuous across interfaces. Find how these quantities change with depth, and connect them with the multilayer Fresnel coefficients.}

\subsection*{Solution}

For $s$ polarization the electric field $E$ lies along $y$. Maxwell's equations give $H_x=iE'/(\omega\mu_0)$ and $H_z=KE/(\omega\mu_0)$. Inserting these in $H_x'-iKH_z=-i\omega\epsilon_0\varepsilon_xE$ gives
\begin{equation}
E''+(k_0^2\varepsilon_x-K^2)E=0 .
\end{equation}
Since $E$ and $H_x$ are continuous, so are $E$ and $E'$.

For $p$ polarization the magnetic field $H$ lies along $y$. Now $E_x=H'/(i\omega\epsilon_0\varepsilon_x)$ and $E_z=-KH/(\omega\epsilon_0\varepsilon_z)$. Inserting these in $E_x'-iKE_z=i\omega\mu_0H$ and multiplying by $i\omega\epsilon_0$ gives
\begin{equation}
(H'/\varepsilon_x)'+(k_0^2-K^2/\varepsilon_z)H=0 ,
\end{equation}
with $H$ and $H'/\varepsilon_x$ continuous. Define the continuous ratios
\begin{equation}
Y=-iE'/E,\qquad Z=-iH'/(\varepsilon_xH).
\end{equation}

Let $q_0=k_0n_a\cos\phi$ and $q_2=\sqrt{k_0^2\varepsilon_s-K^2}$ be the normal wavenumbers in ambient and substrate. In the ambient $E=e^{iq_0z}+r_se^{-iq_0z}$, so at the top $Y=q_0(1-r_s)/(1+r_s)$. The $p$ case is the same with $q_0$ replaced by $P_0=q_0/\varepsilon_a$. Solving for the reflection coefficients,
\begin{equation}
r_s=\frac{q_0-Y}{q_0+Y},\qquad r_p=\frac{P_0-Z}{P_0+Z}.
\end{equation}
With this sign choice $r_p=-r_s$ for a bare surface at normal incidence.

Differentiating $Y$ and using $E'/E=iY$,
\begin{equation}
Y'=-i\frac{E''}{E}+i\left(\frac{E'}{E}\right)^2
=i(k_0^2\varepsilon_x-K^2-Y^2).
\end{equation}
Likewise $H'/H=i\varepsilon_xZ$. If $t$ measures height above the substrate, $d/dt=-d/dz$, and
\begin{align}
\frac{dY}{dt}&=-i(k_0^2\varepsilon_x-K^2-Y^2), \label{ricY}\\
\frac{dZ}{dt}&=-i(k_0^2-K^2/\varepsilon_z-\varepsilon_xZ^2).\label{ricZ}
\end{align}
Only the transmitted wave exists in the substrate, so the starting values are $Y=q_2$ and $Z=Z_0=q_2/\varepsilon_s$.

To see the link with Fresnel coefficients, take a uniform film with normal wavenumber $q_1$ and $\beta=q_1d$. For $s$ light the wave reflected at the lower face returns to the top with relative amplitude $R=r_{12}e^{2i\beta}$, where $r_{12}=(q_1-q_2)/(q_1+q_2)$. Hence $Y=q_1(1-R)/(1+R)$ and
\begin{equation}
r_s=\frac{(q_0-q_1)+(q_0+q_1)R}{(q_0+q_1)+(q_0-q_1)R}
=\frac{r_{01}+r_{12}e^{2i\beta}}{1+r_{01}r_{12}e^{2i\beta}},
\end{equation}
with $r_{01}=(q_0-q_1)/(q_0+q_1)$. This is the Airy formula. Expanding $e^{2i\beta}\simeq1+2i\beta$ changes $Y$ by
\begin{equation}
\delta Y=-\frac{2q_1}{(1+r_{12})^2}\,2i\beta r_{12}
=-id(q_1^2-q_2^2),
\end{equation}
because $r_{12}/(1+r_{12})^2=(q_1^2-q_2^2)/(4q_1^2)$. Equation \eqref{ricY} gives the same first step, and it also covers graded films.

\section*{(b) Each polarization to first order}

\emph{Find the changes of $\ln r_s$ and $\ln r_p$ linear in thickness.}

\subsection*{Solution}

To first order, the right sides of \eqref{ricY} and \eqref{ricZ} may be evaluated at the starting values. Since $q_2^2=k_0^2\varepsilon_s-K^2$,
\begin{align}
\delta Y&=-ik_0^2\int(\varepsilon_x-\varepsilon_s)\,dz,\\
\delta Z&=-i\int(k_0^2-K^2/\varepsilon_z-\varepsilon_xZ_0^2)\,dz .
\end{align}
The integrals run through the film. From $\ln r_s=\ln(q_0-Y)-\ln(q_0+Y)$ we get $\delta\ln r_s=-2q_0\,\delta Y/(q_0^2-q_2^2)$. As $q_0^2-q_2^2=k_0^2(\varepsilon_a-\varepsilon_s)$,
\begin{equation}
\delta\ln r_s=\frac{2iq_0}{\varepsilon_s-\varepsilon_a}\int(\varepsilon_s-\varepsilon_x)\,dz. \label{Ls}
\end{equation}
In the same way
\begin{equation}
\delta\ln r_p=\frac{2iP_0}{P_0^2-Z_0^2}\int\left(k_0^2-\frac{K^2}{\varepsilon_z}-\varepsilon_xZ_0^2\right)dz. \label{Lp}
\end{equation}

If the film is replaced by ambient, both expressions reduce to $2iq_0d$. For $p$ this follows because the integrand becomes $\varepsilon_a(P_0^2-Z_0^2)$. This is the phase of the extra path down to the substrate and back. It is common to both polarizations and must cancel in $\rho$.

\section*{(c) The ellipsometric ratio}

\emph{Combine the two results, and identify the property of the film that the measurement sees.}

\subsection*{Solution}

Write $S=\sin^2\phi$ and $M=\varepsilon_s\cos^2\phi-\varepsilon_a\sin^2\phi$. The denominator in \eqref{Lp} is
\begin{align}
P_0^2-Z_0^2&=\frac{k_0^2\varepsilon_a-K^2}{\varepsilon_a^2}-\frac{k_0^2\varepsilon_s-K^2}{\varepsilon_s^2}\nonumber\\
&=\frac{\varepsilon_s-\varepsilon_a}{\varepsilon_a\varepsilon_s}\left[k_0^2-K^2\frac{\varepsilon_s+\varepsilon_a}{\varepsilon_a\varepsilon_s}\right]
=\frac{k_0^2(\varepsilon_s-\varepsilon_a)M}{\varepsilon_a\varepsilon_s^2}, \label{den}
\end{align}
where $K^2=k_0^2\varepsilon_aS$ was used last. With $Z_0^2=k_0^2(\varepsilon_s-\varepsilon_aS)/\varepsilon_s^2$ and $P_0\varepsilon_a=q_0$, the $p$ result becomes
\begin{equation}
\delta\ln r_p=\frac{2iq_0}{(\varepsilon_s-\varepsilon_a)M}\int\left[\varepsilon_s^2-\frac{\varepsilon_s^2\varepsilon_aS}{\varepsilon_z}-\varepsilon_x(\varepsilon_s-\varepsilon_aS)\right]dz .
\end{equation}
Put \eqref{Ls} over the same denominator, using $M=\varepsilon_s-(\varepsilon_s+\varepsilon_a)S$. Its integrand becomes
\begin{equation}
\varepsilon_s^2-\varepsilon_x\varepsilon_s-\varepsilon_s(\varepsilon_s+\varepsilon_a)S+\varepsilon_x(\varepsilon_s+\varepsilon_a)S .
\end{equation}
On subtraction the terms without $S$ cancel, as do the two terms $\varepsilon_x\varepsilon_aS$. What remains is $S\varepsilon_s(\varepsilon_s+\varepsilon_a-\varepsilon_x-\varepsilon_s\varepsilon_a/\varepsilon_z)$. With $\rho_0$ the bare-substrate ratio and $2k_0=4\pi/\lambda$,
\begin{equation}
\boxed{\ln\frac{\rho}{\rho_0}\simeq
\frac{4\pi i n_a}{\lambda}\,
\frac{\varepsilon_s\cos\phi\sin^2\phi}{(\varepsilon_s-\varepsilon_a)M}\,J}
\label{main}
\end{equation}
\begin{equation}
J=\int\left(\varepsilon_s+\varepsilon_a-\varepsilon_x-\frac{\varepsilon_s\varepsilon_a}{\varepsilon_z}\right)dz .
\end{equation}
For a uniform isotropic film of permittivity $\varepsilon_f$,
\begin{equation}
J=d\,\frac{(\varepsilon_s-\varepsilon_f)(\varepsilon_f-\varepsilon_a)}{\varepsilon_f}. \label{Jiso}
\end{equation}

The signal vanishes for $\varepsilon_f=\varepsilon_a$, as it must. It also vanishes for $\varepsilon_f=\varepsilon_s$: uniform etching of a bare, smooth substrate moves the surface but leaves $\rho$ unchanged. At normal incidence the factor $\sin^2\phi$ removes the signal, since the two polarizations are then equivalent.

Contributions of layers add in $J$, so their order can matter at second order at the earliest. A numerical test used two layers of equal thickness, with permittivities 2.13 and 5.0, on a substrate of permittivity $15.6+0.24i$ in vacuum, at $70^\circ$ and 633 nm. Doubling each thickness from 0.1 to 0.2 nm multiplied the difference in $\ln\rho$ between the two orders by 3.999, as a quadratic effect requires.

\section*{(d) From the ratio to a thickness}

\emph{Translate the result into the angles $\Psi$ and $\Delta$. Can a change of incidence angle separate thickness from permittivity?}

\subsection*{Solution}

With the time factor used here, the usual instrument sign of $\Delta$ corresponds to $\rho=\tan\Psi\,e^{-i\Delta}$. Since $d(\ln\tan\Psi)=2\,d\Psi/\sin2\Psi$, small changes obey
\begin{equation}
\delta\Delta=-\mathrm{Im}\,\delta\ln\rho,\qquad
\delta\Psi=\tfrac12\sin2\Psi_0\,\mathrm{Re}\,\delta\ln\rho . \label{angles}
\end{equation}
If all permittivities are real, \eqref{main} is imaginary. The first-order signal is then entirely in $\Delta$.

The angle enters \eqref{main} through a prefactor that does not contain the film. At fixed wavelength, substrate and ambient, two films with the same $J$ therefore give the same first-order signal at every angle. Changing the angle adds no information about the film at this order. An absorbing substrate makes $J$ complex, so a single angle in principle supplies two real numbers. Part (f) shows how small the second one can be.

When the second number is absent or too small to use, a thickness obtained from the first-order signal requires an assumed permittivity. For real permittivities, \eqref{Jiso} gives
\begin{equation}
\frac{1}{d}\frac{\partial J}{\partial\varepsilon_f}=-1+\frac{\varepsilon_s\varepsilon_a}{\varepsilon_f^2},
\end{equation}
so the assumed value matters least near $\varepsilon_f=\sqrt{\varepsilon_s\varepsilon_a}$. On silicon in the red this is a film index near 2.

\section*{(e) Where linearity ends}

\emph{Find the second-order term for a uniform film. Treat the lossless case and incidence at the Brewster angle separately.}

\subsection*{Solution}

Write $\ln(\rho/\rho_0)=C_1d+C_2d^2+\dots$, and denote the separate polarization coefficients by $C_{1s}$, $C_{2s}$ and so on. Differentiating \eqref{ricY} gives $d^2Y/dt^2=2iY\,dY/dt$, hence
\begin{equation}
Y=q_2+Y_1d+iq_2Y_1d^2+\dots,\qquad Y_1=-ik_0^2(\varepsilon_x-\varepsilon_s).
\end{equation}
Let $g(Y)=\ln r_s$. Then $g'(Y)=-2q_0/(q_0^2-Y^2)$ and $g''(Y)=2Yg'(Y)/(q_0^2-Y^2)$. Collecting the terms in $d^2$, with $C_{1s}=g'(q_2)Y_1$,
\begin{equation}
C_{2s}=C_{1s}q_2\left[i+\frac{Y_1}{q_0^2-q_2^2}\right]
=iC_{1s}q_2\frac{\varepsilon_x-\varepsilon_a}{\varepsilon_s-\varepsilon_a}.
\end{equation}
For $p$ light $d^2Z/dt^2=2i\varepsilon_xZ\,dZ/dt$, and the same steps give
\begin{equation}
C_{2p}=C_{1p}Z_0\left[i\varepsilon_x+\frac{Z_1}{P_0^2-Z_0^2}\right], \label{C2p}
\end{equation}
with $Z_1=-i(k_0^2-K^2/\varepsilon_z-\varepsilon_xZ_0^2)$. Relative to the linear term, the leading error is $|C_2d/C_1|$, where $C_j=C_{jp}-C_{js}$.

The condition $d\ll\lambda$ is therefore not sufficient. The correction can be large if $|\varepsilon_x|$ is large, if $|\varepsilon_z|$ is small, or if $P_0^2-Z_0^2$ is small. By \eqref{den}, the last case occurs near the Brewster angle, and also when $\varepsilon_s$ is close to $\varepsilon_a$. The law also presumes that the film's permittivity does not change as it grows.

\emph{Lossless media.} Let all permittivities be real and let the waves in ambient and substrate propagate. The coefficients and starting value in \eqref{ricY} are then real. Complex conjugation reverses the sign of $i$, which is equivalent to reversing $t$, so $Y(t)^*=Y(-t)$. The same holds for $Z$. Negative thickness is only a formal continuation, but it fixes the power series: the real part of $\ln(\rho/\rho_0)$ is even in $d$ and the imaginary part is odd. Thus $\Delta$ departs from linearity at third order, while $\ln\tan\Psi$ starts at second order.

This was tested with $\varepsilon_f=2.72$, $\varepsilon_s=15.6$, $\phi=70^\circ$ and $\lambda=633$ nm in vacuum. Doubling $d$ from 0.5 to 1.0 nm multiplied the change of $\ln\tan\Psi$ by 3.997 and the nonlinear part of $\Delta$ by 7.993. The expected leading factors are 4 and 8.

\emph{Brewster incidence.} For a transparent substrate at $P_0=Z_0$, $\rho_0=0$ and its logarithm does not exist. The ratio itself is still smooth. Using \eqref{den}, for a uniform film,
\begin{equation}
C_1=\frac{2iq_0K^2(J/d)}{\varepsilon_a^2\varepsilon_s(P_0^2-Z_0^2)} .
\end{equation}
Multiplying by $\rho_0=(P_0-Z_0)/[(P_0+Z_0)r_{s0}]$, where $r_{s0}$ is the bare value of $r_s$, cancels the vanishing factor:
\begin{equation}
\left.\frac{d\rho}{dd}\right|_{d=0}=\frac{2iq_0K^2(J/d)}{\varepsilon_a^2\varepsilon_s(P_0+Z_0)^2r_{s0}} .
\end{equation}
The complex ratio remains linear in thickness, although the small-change formulas \eqref{angles} do not apply.

\section*{(f) Growth on hot silicon}

\emph{Take $\lambda=633$ nm, $\phi=70^\circ$, vacuum as ambient, silicon index $3.95+0.03i$ (rough, for about 473 K), film index 1.65 and growth of 0.1 nm per cycle. Find the signal and the usable range.}

\subsection*{Solution}

The permittivities are $\varepsilon_s=15.602+0.237i$ and $\varepsilon_f=2.7225$. Equation \eqref{Jiso} gives $J/d=8.148+0.150i$. Keeping real parts for an estimate, $M\simeq15.602(0.1170)-0.8830=0.942$, and
\begin{equation}
\mathrm{Im}\,C_1\simeq\frac{4\pi}{633}(0.3420)(0.8830)
\frac{15.602\times8.148}{14.602\times0.942}
\simeq0.0554\ \mathrm{nm^{-1}} .
\end{equation}
The full complex value is $C_1=(0.00067+0.05539i)\ \mathrm{nm^{-1}}$. Converting radians to degrees, $\Delta$ changes by $-3.174^\circ$ per nm, or $-0.317^\circ$ per cycle. If a change of $0.01^\circ$ can be resolved, the corresponding mean thickness is 0.003 nm. This is an average over the illuminated area, not the height of a physical layer.

For $\Delta$, the exact and linear changes are $-3.170^\circ$ and $-3.174^\circ$ at 1 nm, $-9.459^\circ$ and $-9.522^\circ$ at 3 nm, and $-30.03^\circ$ and $-31.74^\circ$ at 10 nm. The deviation first exceeds 1\% of the linear value at about 3.8 nm, or some 38 cycles.

The angle $\Psi$ behaves differently. Its bare value is $11.065^\circ$, so $\frac12\sin2\Psi_0=0.188$. With $\mathrm{Re}\,C_2=9.73\times10^{-4}\ \mathrm{nm^{-2}}$, the change at 1 nm is
\begin{equation}
\delta\Psi\simeq0.188(6.68+9.73)\times10^{-4}\ \mathrm{rad}\simeq0.0177^\circ ,
\end{equation}
which agrees with the exact change. The linear part alone is $0.0072^\circ$. Already at 1 nm the quadratic part is larger, because the linear part exists here only through the weak absorption of silicon. The first-order change of $\Psi$, which carries the second real number mentioned in part (d), is thus only $0.0007^\circ$ per cycle. It is the difference of two larger parts: the phase of the prefactor in \eqref{main}, which does not contain the film, gives $+0.0018^\circ$, and $\mathrm{Im}\,J$ gives $-0.0011^\circ$. For the same change of $\Delta$ as one cycle, a film index of 1.46 in place of 1.65 would alter $\delta\Psi$ by less than $0.0001^\circ$.

Now replace the film by a model conductor with $\varepsilon_f=-10+15i$, keeping the thickness at 1 nm and all else fixed. The error of the linear $\ln(\rho/\rho_0)$, relative to its linear value, rises from 1.8\% to 11.4\%. The second-order estimate for the conductor is 12.5\%. Both films have the same $d/\lambda$, so this ratio alone does not set the linear range.

For a lossless substrate of index 3.95, the Brewster angle is $75.79^\circ$. There the original dielectric film makes $|\rho|$ grow from zero by 0.0113 per nm.

\section*{(g) Reading a real process}

\emph{Which neglected effects matter most for these numbers?}

\subsection*{Solution}

The parameters resemble the growth of amorphous aluminium oxide on silicon, for which an index of about 1.65 and roughly 0.1 nm per cycle are typical. A real wafer may carry an interfacial oxide. A 1 nm interlayer of index 1.46 changes the $\Delta$ slope by only $-0.24\%$. The reference must still be taken after that layer has formed, since otherwise its own signal is counted as growth.

The assumed film matters more. Using index 1.60 where the true value is 1.65 overestimates the thickness by 2.5\%. If the normal index were 1.63 while the in-plane index stayed at 1.65, the slope would be 1.7\% smaller in magnitude.

The largest effect considered is incomplete density. In the Bruggeman model, equal volumes of film material and void have permittivity 1.721. Spreading one cycle's material over twice the thickness then multiplies the $\Delta$ signal by 1.43. Equation \eqref{Jiso} shows why: twice the half-dense $J/d$ is about 11.6, against 8.15 for the dense film. The factor depends on how material and void are arranged. For flat islands much wider than they are tall, but much narrower than the wavelength, $\varepsilon_x$ and $1/\varepsilon_z$ are area averages. Then $J$ depends only on the amount of material, and the factor tends to 1. Edge fields make the approach slow: for stripes 0.2 nm tall at half coverage, running across the plane of incidence, the factor is still about 1.08 at 5 nm width and 1.03 at 20 nm. The value 1.43 thus describes a fine, isotropic mixture and is not a correction for incomplete coverage. A continuum description is itself doubtful at 0.1 nm. A half-dense top layer that stays 1 nm thick changes the slope by only $-0.19\%$. In this model it is changing roughness that imitates growth.

Drift sets another limit. With rough coefficients of $4\times10^{-4}$ per K for the real index of silicon and $1\times10^{-4}$ per K for the imaginary index, warming the bare wafer by 1 K imitates 0.001 nm of growth, or 1\% of a cycle. A tilt of $0.01^\circ$ of the bare wafer imitates 0.0006 nm in $\Delta$, but it shifts $\Psi$ by $-0.016^\circ$, far more than one cycle does. Because the prefactor in \eqref{main} depends on the angle, the error in $\Delta$ grows with the film: after 3 nm of growth the same tilt imitates about 0.005 nm. Nitrogen at 1 Torr and 473 K, with the in-plane wavevector fixed, shifts the apparent thickness by about $-2\times10^{-6}$ nm and can be ignored.

For the transparent film of index 1.65 on silicon treated here, $\Delta$ measured at $70^\circ$ is therefore a suitable linear growth signal over the first few nanometres, provided that the film's density, the wafer temperature and the angle of incidence are steady. Closer to the Brewster angle the linear range is shorter. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
wavelength = 633 nm, angle = 70 deg
silicon index (rough, hot) = 3.95 + 0.03i
film index = 1.65, growth = 0.1 nm/cycle
LINEAR LAW
eps_s = 15.602 + 0.237i, eps_f = 2.7225
film factor J/d = 8.148 + 0.150i
bare Psi = 11.065 deg, Delta = 178.866 deg
C1 = 6.682e-04 + (5.539e-02)i per nm
C2 = 9.731e-04 + (-3.148e-05)i per nm^2
Delta slope = -3.174 deg/nm
Psi slope = 0.0072 deg/nm
Delta change per cycle = -0.3174 deg
thickness for 0.01 deg of Delta = 0.0032 nm
EXACT AGAINST LINEAR (changes in deg)
 0.1 nm: Delta -0.317 / -0.317, Psi 0.0008 / 0.0007
 1.0 nm: Delta -3.170 / -3.174, Psi 0.0177 / 0.0072
 3.0 nm: Delta -9.459 / -9.522, Psi 0.1155 / 0.0216
10.0 nm: Delta -30.029 / -31.738, Psi 1.0599 / 0.0721
Delta reading first errs by 1% at 3.83 nm
SAME THICKNESS, DIFFERENT FILM (1 nm, error of linear ln rho)
dielectric: exact 1.76 %, second order 1.76 %
model conductor: exact 11.40 %, second order 12.52 %
conductor eps = -10 + 15i
Brewster angle, lossless index 3.95: 75.79 deg
there |rho| grows by 0.01129 per nm
NEGLECTED EFFECTS
assumed index 1.60: thickness off by 2.53 %
normal index 1.63: Delta slope off by -1.74 %
half-dense layer: eps = 1.721
same matter half dense: Delta signal x 1.428
constant 1 nm rough top: Delta slope -0.19 %
1 nm interlayer, index 1.46: Delta slope -0.24 %
rough silicon drift: dn = 4e-04, dk = 1e-04 per K
+1 K: Delta -0.00333 deg, Psi +0.00287 deg
+1 K: apparent thickness +0.00105 nm
+0.01 deg tilt: Delta -0.00185, Psi -0.01620 deg
same tilt: apparent thickness +0.00058 nm
1 Torr N2 at 473 K: index - 1 = 2.3e-07
N2 gas: apparent thickness -1.8e-06 nm
NUMERICAL TESTS
worst first-order mismatch = 6.3e-07
worst second-order mismatch = 3.2e-04
doubling d: layer-order effect x 3.999
lossless, doubling d: ln tan Psi x 3.997
lossless, doubling d: Delta nonlinearity x 7.993
\end{verbatim}
